# Angular terms and Cauchy pressure in the angular-dependent potential: test program

```python
"""Angular-dependent potential (ADP) in crystals whose sites are all cubic.

Energy = pair + embedding + sum_i [ |mu_i|^2/2 + lam_i:lam_i/2 - (tr lam_i)^2/6 ],
mu = sum_j u(r) r_vec,  lam = sum_j w(r) r_vec r_vec.
Result under test: the angular energies vanish under hydrostatic strain, and
  dC' = P^2/(2 Om),  dC44 = S^2/(2 Om)   (quadrupole, clamped sublattices),
  C12 - C44 = (F'' V^2 - P^2/3 - S^2/2)/Om   (one atom per primitive cell),
with nu = tr lam, A = sum (w'/r) x^4, B = sum (w'/r) x^2 y^2,
P = A - B + 2 nu/3, S = 2 B + 2 nu/3, V = sum rho' x^2/r, Om = volume per atom.
Elastic constants: second derivatives in Lagrangian strain, per reference volume.
In diamond, G, K, H are the dipole and sublattice-shift response sums.
Units: eV and angstrom.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar

R0, RC, EMBED = 2.8, 5.5, 1.5
# amplitude and dimensionless decay rate of each radial function
MODEL = {"pair": (0.4, 10.0), "density": (1.0, 5.0),
         "dipole": (0.1, 10.0), "quadrupole": (0.07, 10.0)}
EYE = np.eye(3)
GPA = constants.e * 1e21          # one eV/angstrom^3 in GPa


def radial(name, d):
    """Value and first derivative of a radial function with smooth cutoff."""
    amp, k = MODEL[name]
    gap = np.clip(1 - (d / RC)**2, 0, None)
    g = amp * np.exp(-k * (d / R0 - 1))
    value = g * gap**3
    return value, -k / R0 * value - 6 * d / RC**2 * g * gap**2


FCC_CELL = np.array([[0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
BCC_CELL = np.array([[-.5, .5, .5], [.5, -.5, .5], [.5, .5, -.5]])
ONE = np.zeros((1, 3))
TWO = np.array([[0, 0, 0], [.25, .25, .25]])
GRID = np.stack(np.meshgrid(*[np.arange(-5, 6)] * 3, indexing="ij"), -1).reshape(-1, 3)


def build(cell, basis, a, reach=6.2):
    """For each atom: neighbour vectors and (partner index - own index)."""
    crystal = []
    for i, bi in enumerate(basis):
        vecs, diff = [], []
        for j, bj in enumerate(basis):
            v = a * (GRID @ cell + bj - bi)
            d = np.linalg.norm(v, axis=1)
            v = v[(d > 1e-8) & (d < reach)]
            vecs.append(v)
            diff.append(np.full(len(v), j - i))
        crystal.append((np.vstack(vecs), np.concatenate(diff)))
    return crystal


def evaluate(crystal, deform=EYE, shift=0.0):
    """Mean energies per atom (EAM, dipole, quadrupole), and site tensors."""
    parts, mus, lams = np.zeros(3), [], []
    for vecs, diff in crystal:
        r = vecs @ deform.T
        r[:, 2] += shift * diff
        d = np.linalg.norm(r, axis=1)
        rho = radial("density", d)[0].sum()
        mu = radial("dipole", d)[0] @ r
        lam = (r * radial("quadrupole", d)[0][:, None]).T @ r
        parts += [radial("pair", d)[0].sum() / 2 - EMBED * np.sqrt(rho),
                  mu @ mu / 2, (lam**2).sum() / 2 - np.trace(lam)**2 / 6]
        mus.append(mu)
        lams.append(lam)
    return parts / len(crystal), np.array(mus), np.array(lams)


def stretch(eta):
    """Symmetric deformation gradient with Lagrangian strain eta."""
    val, vec = np.linalg.eigh(EYE + 2 * eta)
    return (vec * np.sqrt(val)) @ vec.T


SHEAR = np.array([[0., 1, 0], [1, 0, 0], [0, 0, 0]])


def elastic(crystal, om, h=1e-3):
    """C11, C12, C44 (rows), each split into EAM, dipole, quadrupole parts."""
    def second(direction):
        f = [evaluate(crystal, stretch(n * h * direction))[0] for n in range(-2, 3)]
        return (-f[0] + 16*f[1] - 30*f[2] + 16*f[3] - f[4]) / (12 * h * h * om)
    c11 = second(np.diag([1., 0, 0]))
    c12 = second(np.diag([1., 1, 0])) / 2 - c11
    return np.array([c11, c12, second(SHEAR) / 4])


def scale_slope(crystal, h=1e-4):
    """Derivative of each energy part with respect to uniform scaling."""
    return (evaluate(crystal, (1 + h) * EYE)[0]
            - evaluate(crystal, (1 - h) * EYE)[0]) / (2 * h)


def equilibrium(cell, basis, low, high):
    return brentq(lambda a: scale_slope(build(cell, basis, a)).sum(), low, high)


def response_sums(crystal):
    """Lattice sums that enter the derived formulas, from the first atom."""
    v, diff = crystal[0]
    x, y, z = v.T
    d = np.linalg.norm(v, axis=1)
    w, dw = radial("quadrupole", d)
    u, du = radial("dipole", d)
    rho, drho = radial("density", d)
    nu = (w * d * d).sum()
    A, B = (dw / d * x**4).sum(), (dw / d * x**2 * y**2).sum()
    other = diff != 0
    return dict(nu=nu, A=A, B=B, P=A - B + 2*nu/3, S=2*B + 2*nu/3,
                V=(drho * x * x / d).sum(), curv=EMBED / 4 * rho.sum()**-1.5,
                G=(du / d * x * y * z).sum(),
                K=(u + du * z * z / d)[other].sum(),
                H=(dw / d * x * y * z)[other].sum())


# Hydrostatic strain on four structures with cubic sites
largest = 0.0
for cell, basis, a in [(EYE, ONE, 2.8), (BCC_CELL, ONE, 3.2),
                       (FCC_CELL, ONE, 4.0), (FCC_CELL, TWO, 6.0)]:
    for scale in (0.92, 1.0, 1.08):
        e, mu, lam = evaluate(build(cell, basis, a), scale * EYE)
        nu = np.trace(lam[0])
        assert nu > 0.05 and np.allclose(lam, nu / 3 * EYE, atol=1e-10)
        assert np.allclose(mu, 0, atol=1e-10)
        largest = max(largest, abs(e[1]), abs(e[2]))
assert largest < 1e-12

# Cubic crystal with threefold sites only: the angular energies survive
t = 0.10
b20 = np.array([[t, t, t], [.5 + t, .5 - t, -t], [-t, .5 + t, .5 - t], [.5 - t, -t, .5 + t]])
e_low, mu_low, lam_low = evaluate(build(EYE, b20, 4.0))
dev_low = lam_low - np.trace(lam_low, axis1=1, axis2=2)[:, None, None] / 3 * EYE
assert e_low[1] > 1e-4 and e_low[2] > 1e-4
assert np.allclose(mu_low.sum(0), 0, atol=1e-9)     # crystal as a whole is cubic
assert np.allclose(dev_low.sum(0), 0, atol=1e-9)

# fcc: equilibrium and compressed states
a_fcc = equilibrium(FCC_CELL, ONE, 3.6, 4.4)
states = []
for a in (a_fcc, 0.95 * a_fcc):
    crystal, om = build(FCC_CELL, ONE, a), a**3 / 4
    q, c = response_sums(crystal), elastic(crystal, om)
    P, S = q["P"], q["S"]
    assert np.allclose(c[:, 2], [2*P*P/(3*om), -P*P/(3*om), S*S/(2*om)], atol=1e-5)
    assert np.allclose(c[:, 1], 0, atol=1e-8)
    assert abs(c[0, 2] + 2 * c[1, 2]) < 1e-5
    assert abs(c[1, 0] - c[2, 0] - q["curv"] * q["V"]**2 / om) < 1e-5
    predicted = (q["curv"] * q["V"]**2 - P*P/3 - S*S/2) / om
    assert abs((c[1] - c[2]).sum() - predicted) < 2e-5
    slope = scale_slope(crystal)
    assert np.allclose(slope[1:], 0, atol=1e-8)     # no angular stress
    random_strain = np.array([[.02, .01, -.015], [.01, -.01, .012], [-.015, .012, .005]])
    assert np.allclose(evaluate(crystal, stretch(random_strain))[1], 0, atol=1e-10)
    states.append((a, om, q, c, -slope.sum() / (3 * om), crystal))
a, om, q, c, _, crystal = states[0]
total = c.sum(1)
for k in (c[:, 0], total):                          # stable with and without ADP
    assert k[0] > k[1] and k[2] > 0 and k[0] + 2 * k[1] > 0
assert c[1, 0] > c[2, 0] and total[1] < total[2]    # Cauchy pressure changes sign
e_fcc, _, lam_fcc = evaluate(crystal)

# Amplitude of w at which the Cauchy pressure is zero, checked by direct strain
w_amp, w_decay = MODEL["quadrupole"]
w_zero = w_amp * np.sqrt(q["curv"] * q["V"]**2 / (q["P"]**2 / 3 + q["S"]**2 / 2))
MODEL["quadrupole"] = (w_zero, w_decay)
c_zero = elastic(crystal, om).sum(1)
assert abs(c_zero[1] - c_zero[2]) < 2e-5
MODEL["quadrupole"] = (w_amp, w_decay)

# Diamond structure: dipole term and relaxation of the sublattice shift
a_dia = equilibrium(FCC_CELL, TWO, 5.2, 7.0)
dia, om_d = build(FCC_CELL, TWO, a_dia), a_dia**3 / 8
qd, cd = response_sums(dia), elastic(dia, om_d)
P, S, G, K, H = (qd[n] for n in "PSGKH")
assert np.allclose(cd[:, 1], [0, 0, G * G / om_d], atol=1e-5)
assert np.allclose(cd[:, 2], [2*P*P/(3*om_d), -P*P/(3*om_d), S*S/(2*om_d)], atol=1e-5)


def f_dia(e, s):
    return evaluate(dia, stretch(e * SHEAR), s)[0]


h = 3e-4
f0 = f_dia(0, 0)
haa = (f_dia(h, 0) - 2 * f0 + f_dia(-h, 0)) / h**2
hcc = (f_dia(0, h) - 2 * f0 + f_dia(0, -h)) / h**2
hbb = (f_dia(h, h) - f_dia(h, -h) - f_dia(-h, h) + f_dia(-h, -h)) / (4 * h * h)
angular = np.array([haa[1:].sum(), hbb[1:].sum(), hcc[1:].sum()])
formula = np.array([4*G*G + 2*S*S, 2*G*K + 2*S*H, K*K + 2*H*H])
assert np.allclose(angular, formula, rtol=1e-3, atol=1e-4)
eam_form = np.array([haa[0], hbb[0], hcc[0]])
assert eam_form[2] > 0
relaxed = []
for form, keep in ((eam_form, [1, 0, 0]), (eam_form + formula, [1, 1, 1])):
    value = (form[0] - form[1]**2 / form[2]) / (4 * om_d)
    strain = 2e-3
    best = minimize_scalar(lambda s: f_dia(strain, s) @ keep, bounds=(-0.1, 0.1),
                           method="bounded", options={"xatol": 1e-9})
    direct = (best.fun - f0 @ keep) / (2 * om_d * strain**2)
    # finite strain leaves quartic terms, small against the clamped constant
    assert abs(direct - value) < 5e-3 * form[0] / (4 * om_d)
    relaxed.append(value)
assert relaxed[1] >= relaxed[0]


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


print(f"r0 = {R0} A, cutoff = {RC} A, embedding amplitude = {EMBED} eV")
for name, unit in (("pair", "eV"), ("density", "(no unit)"),
                   ("dipole", "eV^0.5/A"), ("quadrupole", "eV^0.5/A^2")):
    print(f"{name}: amplitude {MODEL[name][0]} {unit}, decay {MODEL[name][1]}")
print(f"largest angular energy, cubic sites: {largest:.1e} eV/atom")
show("P2_13, a = 4 A, x = 0.10: dipole energy", e_low[1], "eV/atom")
show("P2_13, a = 4 A, x = 0.10: quadrupole energy", e_low[2], "eV/atom")
show("fcc lattice constant", a, "A")
show("fcc volume per atom", om, "A^3")
show("fcc energy", e_fcc.sum(), "eV/atom")
show("fcc lambda_xx", lam_fcc[0, 0, 0], "eV^0.5")
show("fcc nu", q["nu"], "eV^0.5")
show("fcc lambda:lambda/2", (lam_fcc[0]**2).sum() / 2, "eV")
show("fcc nu^2/6", q["nu"]**2 / 6, "eV")
for n in "ABPS":
    show(f"fcc {n}", q[n], "eV^0.5")
show("fcc V", q["V"], "(no unit)")
show("fcc F''", q["curv"], "eV", 5)
for n, row in zip(("C11", "C12", "C44"), c):
    print(f"fcc {n}: EAM {row[0]:.4f}, quadrupole {row[2]:.4f}, total {row.sum():.4f} eV/A^3")
print(f"fcc C': EAM {(c[0,0]-c[1,0])/2:.4f}, total {(total[0]-total[1])/2:.4f} eV/A^3")
print(f"fcc bulk modulus: EAM {(c[0,0]+2*c[1,0])/3:.4f}, total {(total[0]+2*total[1])/3:.4f} eV/A^3")
for n, v in (("EAM", c[1, 0] - c[2, 0]), ("shift", c[1, 2] - c[2, 2]),
             ("total", total[1] - total[2])):
    print(f"fcc Cauchy pressure, {n}: {v:.4f} eV/A^3 = {v * GPA:.1f} GPa")
show("w amplitude for zero Cauchy pressure", w_zero, "eV^0.5/A^2", 5)
a2, om2, q2, c2, p2, _ = states[1]
show("compressed fcc lattice constant", a2, "A")
show("compressed fcc pressure", p2, "eV/A^3")
show("compressed fcc Cauchy shift", c2[1, 2] - c2[2, 2], "eV/A^3")
show("compressed fcc C12-C44, Lagrangian", (c2[1] - c2[2]).sum(), "eV/A^3")
show("diamond-structure lattice constant", a_dia, "A")
show("diamond-structure volume per atom", om_d, "A^3")
for n, unit in (("P", "eV^0.5"), ("S", "eV^0.5"), ("G", "eV^0.5"),
                ("K", "eV^0.5/A"), ("H", "eV^0.5/A")):
    show(f"diamond-structure {n}", qd[n], unit)
print(f"diamond-structure C': EAM {(cd[0,0]-cd[1,0])/2:.4f}, total {(cd[0]-cd[1]).sum()/2:.4f} eV/A^3")
print("diamond-structure clamped C44: EAM %.4f, dipole %.4f, quadrupole %.4f eV/A^3" % tuple(cd[2]))
print(f"diamond-structure relaxed C44: EAM {relaxed[0]:.4f}, total {relaxed[1]:.4f} eV/A^3")
print("OK")
```

It prints:

```
r0 = 2.8 A, cutoff = 5.5 A, embedding amplitude = 1.5 eV
pair: amplitude 0.4 eV, decay 10.0
density: amplitude 1.0 (no unit), decay 5.0
dipole: amplitude 0.1 eV^0.5/A, decay 10.0
quadrupole: amplitude 0.07 eV^0.5/A^2, decay 10.0
largest angular energy, cubic sites: 2.2e-16 eV/atom
P2_13, a = 4 A, x = 0.10: dipole energy: 0.0236 eV/atom
P2_13, a = 4 A, x = 0.10: quadrupole energy: 0.1460 eV/atom
fcc lattice constant: 3.9501 A
fcc volume per atom: 15.4082 A^3
fcc energy: -2.3665 eV/atom
fcc lambda_xx: 0.9191 eV^0.5
fcc nu: 2.7574 eV^0.5
fcc lambda:lambda/2: 1.2672 eV
fcc nu^2/6: 1.2672 eV
fcc A: -5.6031 eV^0.5
fcc B: -2.7597 eV^0.5
fcc P: -1.0051 eV^0.5
fcc S: -3.6812 eV^0.5
fcc V: -12.1679 (no unit)
fcc F'': 0.03295 eV
fcc C11: EAM 0.9241, quadrupole 0.0437, total 0.9678 eV/A^3
fcc C12: EAM 0.6650, quadrupole -0.0219, total 0.6432 eV/A^3
fcc C44: EAM 0.3484, quadrupole 0.4397, total 0.7882 eV/A^3
fcc C': EAM 0.1295, total 0.1623 eV/A^3
fcc bulk modulus: EAM 0.7514, total 0.7514 eV/A^3
fcc Cauchy pressure, EAM: 0.3166 eV/A^3 = 50.7 GPa
fcc Cauchy pressure, shift: -0.4616 eV/A^3 = -74.0 GPa
fcc Cauchy pressure, total: -0.1450 eV/A^3 = -23.2 GPa
w amplitude for zero Cauchy pressure: 0.05798 eV^0.5/A^2
compressed fcc lattice constant: 3.7526 A
compressed fcc pressure: 0.1814 eV/A^3
compressed fcc Cauchy shift: -1.1823 eV/A^3
compressed fcc C12-C44, Lagrangian: -0.7969 eV/A^3
diamond-structure lattice constant: 6.0281 A
diamond-structure volume per atom: 27.3816 A^3
diamond-structure P: 1.1573 eV^0.5
diamond-structure S: -3.1498 eV^0.5
diamond-structure G: -2.0364 eV^0.5
diamond-structure K: -0.9850 eV^0.5/A
diamond-structure H: -1.4255 eV^0.5/A
diamond-structure C': EAM -0.0114, total 0.0130 eV/A^3
diamond-structure clamped C44: EAM 0.1515, dipole 0.1515, quadrupole 0.1812 eV/A^3
diamond-structure relaxed C44: EAM -0.0272, total 0.0032 eV/A^3
OK
```
